Allen's phonon linewidth formula and its failure at small wavevector, part 2

A metal's phonon linewidth can be computed with the phonon energy kept in the electronic transitions (golden rule) or dropped (double delta, both electron states on the Fermi surface). For an optical phonon the double delta fails at q ≈ ω_q/v_F. How large is the error?

Hartree atomic units are used. Band energies ε_k are measured from the Fermi level; f is the Fermi function and f_k its value at ε_k. ⟨...⟩ is the average over k per spin, N_F the density of states per cell and spin, g the statically screened coupling, and ω_q the phonon frequency including the static electronic response. The phonon function D and self-energy Π are

D = 2ω_q / {ω² − ω_q² − 2ω_q[Π(q,ω) − Π(q,0)]},

Π(q,ω) = 2⟨ |g_{k,q}|² (f_k − f_{k+q}) / (ω + i0 − ε_{k+q} + ε_k) ⟩.

With J_q(ε,ε′) = ⟨|g|²δ(ε_k − ε)δ(ε_{k+q} − ε′)⟩, the half width for weak damping, γ_q = −Im Π(q,ω_q), is

γ_q = 2π ∫ dε [f(ε) − f(ε + ω_q)] J_q(ε, ε + ω_q).

The occupation difference integrates to ω_q. Replacing J_q by J_q(0,0), the double delta, gives Allen's formula,

γ_q = π N_F λ_q ω_q², with λ_q = 2J_q(0,0)/(N_F ω_q).

By Proposition 1, at small q the golden rule samples

P_q(u) = ⟨ |g|² δ(ε_k) δ(v_k·q − u) ⟩

at u = ω_q, the double delta at u = 0; v_k is the band velocity.

**Lemma 5.** At zero temperature, and if J_q(0,ε) varies slowly over energies of order ω_q for the wavevectors that dominate the average, the zone average of λ_q equals minus the slope of the electron self-energy at the Fermi level, averaged over the Fermi surface. This slope is λ.

The example is a parabolic band: cubic cell of edge 5 bohr, volume V = 125 bohr³, Fermi wavevector and velocity k_F = v_F = 0.3, Fermi energy E_F = 0.045 Ha, N_F = 1.900 Ha⁻¹, ω = 0.001 Ha at every q, g = 0.01 Ha. Its double-delta average is V/(4π²q) for q < 2k_F.

**Theorem 2 (parabolic band in three dimensions).** Let g be constant, 0 < q < 2k_F and ε_q = q²/2. Let R be the ratio of −Im Π(q,ω) to the double-delta result at the same q and ω. With the chemical potential held at E_F,

R = (kT/ω) ln{ [1 + exp((E_F − E_min)/kT)] / [1 + exp((E_F − E_min − ω)/kT)] },

E_min = (ω − ε_q)²/(4ε_q).

Proof. Let k be the initial wavevector and E = k²/2 its energy above the band bottom. Energy conservation reads

kqμ + ε_q = ω.

The angular integral over δ(kqμ + ε_q − ω) is 1/(kq) when the solution satisfies |μ| ≤ 1, and zero otherwise. In the radial integral k² dk = k dE, so the k dependence cancels:

k dE × 1/(kq) = dE/q.

J_q is thus the constant g²V/(4π²q) wherever the transition is possible. This equals J_q(0,0). The condition |μ| ≤ 1 means k ≥ |ω − ε_q|/q, or

E ≥ (ω − ε_q)²/(2q²) = (ω − ε_q)²/(4ε_q) = E_min.

Dividing by the double-delta result, which contains the factor ω, leaves

R = (1/ω) ∫_{E_min}^∞ dE [f(E) − f(E + ω)],

where f now takes energies from the band bottom. The antiderivative of the Fermi function is −kT ln[1 + exp((E_F − E)/kT)], which vanishes at infinity. Applying it to both terms gives the theorem. ∎

**Corollary (zero temperature).** For 2ω < k_F², R vanishes for q ≤ q_0 and equals 1 for q_1 ≤ q ≤ k_F + √(k_F² − 2ω), where

q_0 = √(k_F² + 2ω) − k_F,

q_1 = k_F − √(k_F² − 2ω).

Proof. At zero temperature f(E) − f(E + ω) is 1 for E between E_F − ω and E_F, and zero elsewhere. R is the fraction of this interval that lies above E_min. It is zero when E_min ≥ E_F, which is

|ω − ε_q| ≥ k_F q.

In the range q < 2k_F, ε_q is smaller than k_F q, so the condition must be met with ω > ε_q. It becomes ω − q²/2 ≥ k_F q, whose boundary is q_0. R equals 1 when E_min + ω ≤ E_F. Since

E_min + ω = [(ω − ε_q)² + 4ε_qω]/(4ε_q) = (ω + ε_q)²/(4ε_q),

the condition is ω + q²/2 ≤ k_F q. Its two boundaries are k_F ∓ √(k_F² − 2ω). ∎

Between q_0 and q_1, R = (E_F − E_min)/ω. Expanding the square roots to second order in ω gives

q_0 ≈ (ω/v_F)[1 − ω/(4E_F)],

q_1 ≈ (ω/v_F)[1 + ω/(4E_F)].

The transition is narrow: its width relative to ω/v_F is ω/(2E_F).

**The failure in numbers**

In the example ω/v_F = 0.00333 bohr⁻¹. The edges are q_0 = 0.003315 and q_1 = 0.003352 bohr⁻¹, separated by 1.1% of ω/v_F.

Temperature rounds the edges. For small q, E_min ≈ ω²/(2q²), so a small relative change δq/q near the edge changes E_min by −2E_F δq/q. Equating its size to kT gives a relative rounding of kT/(2E_F). With kT = 0.001 Ha, or 316 K, this scale is about 1%; the full rise of R from 0.1 to 0.9 spans about 5% of ω/v_F. Theorem 2 then gives

q = 0.0030 bohr⁻¹: R = 0.00003

q = 0.0033 bohr⁻¹: R = 0.29

q = 0.0034 bohr⁻¹: R = 0.85

q = 0.0040 bohr⁻¹: R = 1.00

At q = 0.0030 the double delta predicts −Im Π = 6.6 × 10⁻⁴ Ha, two thirds of the phonon energy. The golden-rule expression gives about 2 × 10⁻⁸ Ha.

These numbers compare self-energies at a fixed frequency. They should not all be read as widths of sharp lines. The double-delta value divided by ω is

g²V/(2πq) = 0.002/q, with q in bohr⁻¹.

At q = 0.004 this is one half. The double delta reproduces −Im Π there, but the weak-damping step in Allen's formula does not hold. For this coupling, the double-delta value falls below one tenth of ω only for q > 0.02 bohr⁻¹. The weak-damping condition is then stricter than the kinematic one. For a smaller g it moves to smaller q, whereas ω/v_F stays where it is.

The real part of Π also matters near and below the edge. As q → 0 at fixed ω, the energy differences in the bubble become negligible against ω, and the sum of f_k − f_{k+q} over the zone is zero. Thus Π(q,ω) → 0. The static limit is different: (f_k − f_{k+q})/(ε_k − ε_{k+q}) → f′(ε_k), so at low temperature Π(q,0) → −2g²N_F. The frequency at very small q therefore obeys

ω² = ω_q² + 4ω_q g²N_F.

In the example the last term is 0.76ω_q², and the mode lies about one third above ω_q. Its higher frequency moves the onset of damping to larger q: at zero temperature D keeps an undamped pole up to q ≈ 0.0059 bohr⁻¹. The estimate ω_q/v_F gives the scale of the failure. A precise onset at strong coupling requires the frequency that solves the phonon equation.

These values belong to the model with a fixed, k-independent g and no dynamic Coulomb response. Such a coupling acts on the electron density, which a real metal screens. In the random-phase approximation, with ε(q,ω) the dielectric function and g still the statically screened coupling, −Im Π is multiplied by |ε(q,0)/ε(q,ω)|². In the example this factor is 0.58 at q = 0.004, 0.76 at 0.005, 0.95 at 0.01 and 0.99 at 0.02 bohr⁻¹, whatever the size of g, and the real part of Π(q,ω) − Π(q,0) changes sign. The upward shift found above is therefore not a prediction for a charged electron gas. A k-independent bare coupling is also reduced by 1/ε(q,0), which is 4 × 10⁻⁵ at q = 0.004 bohr⁻¹.

**Remark (two dimensions).** The constant J_q of Theorem 2 depends on the uniform distribution of μ over a sphere. On a circular Fermi line the angle φ is uniform instead. At small q and for ω < v_F q,

∫_0^{2π} dφ δ(v_F q cos φ − ω) = 2/√[(v_F q)² − ω²].

The 2 counts two solutions, and the denominator is v_F q|sin φ| at each. Setting ω = 0 gives 2/(v_F q), so

R_2D = 1/√[1 − (ω/(v_F q))²].

At q = 0.005 bohr⁻¹ the ratio ω/(v_F q) is two thirds and R_2D = 1.34. The double delta is too small by a quarter relative to the golden-rule result. For ω > v_F q there is no solution, and the double delta is too large. The sign of the error thus changes across the edge. For a general Fermi surface, P_q(ω_q)/P_q(0) must be calculated.

**Proposition 2 (acoustic phonons).** Let ω_q = cq with c < v_F in the model of Theorem 2. At zero temperature, R = 1 for all sufficiently small q > 0.

Proof. The condition ω_q + q²/2 ≤ k_F q becomes c + q/2 ≤ v_F after division by q. It holds for 0 < q ≤ 2(v_F − c). ∎

The phonon energy and the available electronic energy shrink together, so their ratio c/v_F does not grow as q → 0. In this clean model with c < v_F, small q alone is therefore no reason to abandon the double delta for −Im Π. Reading it as a linewidth still requires weak damping, and since γ/ω_q = g²V/(2πq), this holds as q → 0 only if g² falls at least as fast as q. In two dimensions the correction is the constant factor 1/√(1 − c²/v_F²), which is close to 1 when sound is much slower than the electrons.

**Proposition 3 (finite electron lifetime).** Let each electron state have a Lorentzian spectrum of half width 1/(2τ), and let ℓ = v_F τ be the mean free path. In the bare bubble with constant g, constant density of states and velocity near the Fermi level, and small q, the ratio to the clean double-delta result is

R_τ = (1/π)[atan(qℓ − ωτ) + atan(qℓ + ωτ)].

Proof. In the golden rule the two electron energies are fixed by δ(ε − ε_k) and δ(ε + ω − ε_{k+q}). Replace each by a normalized Lorentzian of half width 1/(2τ), and set ε_{k+q} = ε_k + v_F qμ. Integration over ε_k convolves the two Lorentzians. Their half widths add, which leaves a Lorentzian of half width 1/τ in v_F qμ − ω. The occupation integral gives ω as before. Averaging over the sphere gives

γ = 2πω g²N_F × (1/2) ∫_{−1}^{1} dμ (1/π)(1/τ)/[(v_F qμ − ω)² + 1/τ²].

The clean double-delta result is 2πω g²N_F/(2v_F q), since N_F/(2v_F q) = V/(4π²q). Dividing by it and integrating over μ gives the two inverse tangents. ∎

When ωτ is negligible, R_τ = (2/π) atan(qℓ). It is 0.94 at qℓ = 10, 0.50 at qℓ = 1 and 0.06 at qℓ = 0.1. For an acoustic phonon ωτ = (c/v_F)qℓ, so this form applies down to q = 0 when c ≪ v_F. The condition for the clean double delta is then

qℓ ≫ 1.

The lifetime spreads energy conservation over a range 1/(qℓ) in μ, and this range must be small compared with the full interval from −1 to 1. At qℓ = 10 the mean free path is 10/(2π) = 1.6 phonon wavelengths.

The bare bubble gives the scale of this breakdown, qℓ ≈ 1, but not a reliable correction. Within the constant-g model even the sign is wrong: for isotropic scattering off fixed centres and c = 0.01v_F, a calculation that conserves particles gives a ratio of 1.10 at qℓ = 10, where the bare bubble gives 0.94. With constant g, the phonon at q = 0 couples to the total electron number. That number is conserved, so the coupling cannot damp the phonon. Yet the bubble with lifetimes gives a finite width at q = 0 when ω is finite: R_τ falls as q while the clean result rises as 1/q. The corrections to the vertex that restore particle conservation are missing. The enhancement is a property of this model. For a longitudinal acoustic phonon in a neutral free-electron metal whose scatterers move with the lattice, the transport result of Pippard is a reduction, to 0.91 at qℓ = 10 and 0.42 at qℓ = 1. For qℓ ≲ 1 a transport calculation that respects the conservation laws is needed.

**Proposition 4 (a smeared calculation at q = 0).** If each delta is replaced by a normalized Gaussian of standard deviation σ, over which the density of states is nearly constant, the double-delta average at q = 0 is

⟨δ_σ(ε_k)²⟩ ≈ N_F/(2√π σ).

Proof. The square of the Gaussian is exp(−ε²/σ²)/(2πσ²). Its integral is √π σ/(2πσ²) = 1/(2√π σ), and the density of states supplies N_F. ∎

The corresponding width is

γ_σ = 2πω g²N_F/(2√π σ) = √π ω g²N_F/σ.

The example gives 3.4 × 10⁻⁴ Ha for σ = 0.001 Ha and 1.7 × 10⁻⁴ Ha for σ = 0.002 Ha. Doubling the smearing halves the answer, so neither number is a physical linewidth. In the clean one-band model the width at q = 0 is zero, because the two states coincide and f_k − f_{k+q} vanishes. Reducing σ makes the result diverge.

The smearing also affects small nonzero q. In the three-dimensional model at small q, convolving the two Gaussians gives one of standard deviation √2 σ in the energy difference v_F qμ. Its average over μ, divided by the unsmeared value 1/(2v_F q), is

∫_{−v_F q}^{v_F q} du exp[−u²/(4σ²)]/(2σ√π) = erf[v_F q/(2σ)].

A smeared double delta therefore needs v_F q well above 2σ to reproduce its own unsmeared limit. This is separate from the physical condition on ω.

**Consequence for the total coupling**

The failure of Allen's formula for a width near q = 0 does not imply a comparable error in λ. For the constant g and ω of the example, Lemma 5 of the first half holds with only a slowly varying density of states, so λ is the zone average of λ_q. A coupling concentrated at q ≲ ω_q/v_F would not satisfy the condition of that lemma. In the example λ_q varies as 1/q up to 2k_F = 0.6 bohr⁻¹. A sphere of that radius fits inside the zone, whose faces lie at π/5 = 0.63 bohr⁻¹. Since the volume element varies as q² dq, the part of the zone average of λ_q from wavevectors below q is

∫_0^q q′ dq′ / ∫_0^{2k_F} q′ dq′ = [q/(2k_F)]².

The region q < q_0 supplies 3 × 10⁻⁵ of this average. Its share of the self-energy slope is smaller still, because there ε_{k+q} reaches only to about v_F q from the Fermi level. The average itself is

λ = 2N_F g²/ω = 2 × 1.900 × (0.01)²/0.001 = 0.380.

This follows because averaging the double delta over both k and q gives N_F². The self-energy slope agrees to these digits for the unbounded parabola; with the band confined to the zone it is 0.376, about 1% lower.

A coarse grid can still spoil the average through its q = 0 point. With σ = 0.001 Ha, the smeared width corresponds to

λ_σ = γ_σ/(πN_F ω²) = 3.37 × 10⁻⁴/(π × 1.900 × 10⁻⁶) = 56.

On a 10 × 10 × 10 grid this point has weight 1/1000 and adds 0.056 to λ, or 15% of 0.380. A sphere with the volume of one grid cell has radius 0.078 bohr⁻¹, and its share of λ is (0.078/0.6)² = 1.7%, or 0.006. The value at q = 0 should therefore be replaced by an average over the small cell around it.

For an optical linewidth near q = 0, the phonon energy should be kept in the transition and the occupations evaluated at both electron energies. If other bands lie within reach of ω_q, their transitions must be added, since the one-band results above do not contain them. This gives the electronic part of the width in a clean metal, provided that static screening of g is adequate and that Π(q,ω) − Π(q,0) is small compared with ω_q and changes little across the line. Static screening is not adequate for a coupling to the electron density when q is within a few times ω_q/v_F; the frequency dependence of the screening must then be kept. Otherwise the spectrum must be calculated from the full phonon function D.

Electron scattering must be included as well when qℓ ≲ 1, as always happens close enough to q = 0 in a real metal. It is also needed wherever ω_q exceeds v_F q, even if qℓ is large: the clean one-band width then vanishes at low temperature, and any intraband damping that remains comes from scattering. In both cases the treatment must respect the conservation laws.
